# The No-Pair Spin-Orbit Operator and Its High-Momentum Damping, part 2

An electron moves in the field of a point nucleus, $V=-Z/r$. The question is how its spin-orbit operator behaves at high momentum for $l=1$. Atomic units are used, $\hbar=m=e=1$, with speed of light $c=137.04$; $1/c$ is the reduced Compton length. The Dirac Hamiltonian, with the rest energy subtracted, is

$$
h_D=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V .
$$

The no-pair approximation keeps only positive-energy states of the free electron and omits their coupling to negative-energy states. It gives the two-component Hamiltonian

$$
H=E_p-c^2+AVA+K(\mathbf p\cdot V\mathbf p)K+H_{SO},
$$

where $H_{SO}=Z\,\boldsymbol\sigma\cdot\mathbf l\,K r^{-3}K$ and

$$
K=\frac{Ac}{E_p+c^2},\qquad
A=\sqrt{\frac{E_p+c^2}{2E_p}},\qquad
E_p=\sqrt{c^2p^2+c^4}.
$$

Here $\boldsymbol\sigma$ denotes the Pauli matrices and $\mathbf l=\mathbf r\times\mathbf p$. The eigenvalue of $\boldsymbol\sigma\cdot\mathbf l$ is $-2$ for $p_{1/2}$ and $1$ for $p_{3/2}$. In momentum space $V$ carries $\mathbf p$ into $\mathbf p'$ with amplitude $\tilde V(\mathbf p'-\mathbf p)$, where

$$
\tilde V(\mathbf q)=\frac{1}{(2\pi)^3}\int e^{-i\mathbf q\cdot\mathbf r}\,V(\mathbf r)\,d^3r .
$$

A prime on $A$ or $K$ means that it is evaluated at $p'$.

Breit-Pauli theory replaces each $K$ in $H_{SO}$ by $1/(2c)$, so $4c^2K^2$ measures the damping relative to it. At low and high momentum, respectively,

$$
K\simeq\frac{1}{2c}\left(1-\frac{3p^2}{8c^2}\right),
\qquad
K\to\frac{1}{\sqrt2\,p},\qquad K\le\frac{1}{\sqrt2\,p}\ \text{ for all } p .
$$

Before the factors $K$ are applied, the spin-dependent part comes from the second term of

$$
\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p
=p_aVp_a+i\epsilon_{abc}\,\sigma_c\,p_aVp_b ,
$$

with $\mathbf p=-i\nabla$ and summation over repeated indices.

### The radial kernel of $r^{-3}$

Let $\phi(p)$ be a real radial momentum function with $\int p^2\phi^2dp=1$. Its radial function in position space is, up to a constant phase, $\sqrt{2/\pi}\int p^2j_1(pr)\phi(p)\,dp$, where $j_1$ is a spherical Bessel function. Therefore

$$
\langle Kr^{-3}K\rangle=\iint p'^2p^2\,K'\phi(p')\,w(p',p)\,K\phi(p)\,dp'dp,
$$

$$
w(p',p)=\frac2\pi\int_0^\infty j_1(p'r)\,j_1(pr)\,\frac{dr}{r}.
$$

To evaluate $w$, average $e^{i(\mathbf p'-\mathbf p)\cdot\mathbf r}$ over the directions of $\mathbf r$. With the plane-wave expansion this gives

$$
j_0(qr)=\sum_l(2l+1)\,j_l(p'r)\,j_l(pr)\,P_l(\mu),\qquad q^2=p'^2+p^2-2p'p\mu ,
$$

where $\mu$ is the cosine of the angle between the momenta. Multiplication by $\mu/2$ and integration select $l=1$:

$$
j_1(p'r)\,j_1(pr)=\frac12\int_{-1}^{1}\mu\,j_0(qr)\,d\mu .
$$

The integral of $j_0(qr)/r$ from a small radius $\delta$ to infinity is $-\ln(q\delta)$ plus a constant. Terms independent of $\mu$ drop out because $\int\mu\,d\mu=0$. With $z=(p'^2+p^2)/(2p'p)$, so that $q^2=2p'p(z-\mu)$,

$$
w=-\frac{1}{2\pi}\int_{-1}^{1}\mu\ln(z-\mu)\,d\mu
=\frac{1}{4\pi}\int_{-1}^{1}\frac{1-\mu^2}{z-\mu}\,d\mu .
$$

The last step is an integration by parts with $(\mu^2-1)/2$ as the integral of $\mu$; the boundary terms vanish. This form shows that $w>0$. Writing $1-\mu^2=(1-z^2)+(z-\mu)(z+\mu)$ gives the closed form

$$
w=\frac{z+(1-z^2)Q_0(z)}{2\pi},\qquad Q_0(z)=\frac12\ln\frac{z+1}{z-1}.
$$

At $p'/p=1.7$ the formula and direct quadrature of the Bessel integral both give 0.115703. At $p'=p$ the kernel is $1/(2\pi)$. It depends on the ratio of the momenta alone and does not fall off when both grow together. This is the momentum-space form of the $r^{-3}$ singularity.

### Cubic growth becomes linear growth

Compress a fixed function by a factor $\eta$, $\phi_\eta(p)=\eta^{-3/2}\phi_1(p/\eta)$. Without damping, substitution of $p=\eta x$ yields a factor $\eta^6$ from $p'^2p^2dp'dp$ and $\eta^{-3}$ from the two functions:

$$
\langle r^{-3}\rangle_\eta=\eta^3\langle r^{-3}\rangle_1 .
$$

For $\eta\gg c$ the two factors $K$ contribute $1/(2p'p)$, which supplies $\eta^{-2}$. Thus

$$
\langle Kr^{-3}K\rangle_\eta\to\frac{\eta}{2}\iint x'x\,\phi_1(x')\,w\,\phi_1(x)\,dx'dx .
$$

The damped operator scales like $1/r$. It has not become equal to $1/r$, and it is still unbounded. Since the kinetic energy tends to $c\langle p\rangle$, which is also linear in $\eta$, the outcome now depends on the coefficients and no longer on the power.

The Breit-Pauli operator loses this comparison for every $Z>0$: in $p_{1/2}$ its energy is negative and cubic in $\eta$, while the kinetic energy grows as $\eta^2$ nonrelativistically and as $\eta$ relativistically. A first-order expectation value with a fixed nonrelativistic $p$ orbital, which starts as $r$, remains finite. This protection is lost when the orbital is optimised with the Breit-Pauli operator present. It can also be lost with a fixed relativistic orbital: for a point nucleus with $Z=80$, the $p_{1/2}$ orbital of the no-pair $H$ falls off more slowly than $p^{-3}$ at high momentum, and the undamped expectation value diverges.

### A bound valid for every p function

Since $w$ is positive and $K\le1/(\sqrt2p)$,

$$
\langle Kr^{-3}K\rangle\le\frac12\iint p'p\,|\phi(p')|\,w\,|\phi(p)|\,dp'dp .
$$

Put $p=e^t$ and $g(t)=p^2|\phi(p)|$. Then $dp=p\,dt$, $z=\cosh(t-t')$ and $\langle p\rangle=\int p^3\phi^2dp=\int g^2dt$. The right side becomes a convolution, and $2g(t)g(t')\le g(t)^2+g(t')^2$ gives

$$
\frac12\iint g(t')\,w\,g(t)\,dt'dt\le\frac{W}{2}\int g^2dt,\qquad
W=\int_{-\infty}^{\infty}w(\cosh s)\,ds .
$$

To find $W$, use the integral over $\mu$ with $\mu=\cos\theta$. The substitution $y=\tanh(s/2)$ gives

$$
\int_{-\infty}^{\infty}\frac{ds}{\cosh s-\mu}
=\int_{-1}^{1}\frac{2\,dy}{(1-\mu)+(1+\mu)y^2}
=\frac{2(\pi-\theta)}{\sin\theta}.
$$

Therefore

$$
W=\frac{1}{4\pi}\int_0^\pi\sin^3\theta\,\frac{2(\pi-\theta)}{\sin\theta}\,d\theta
=\frac{1}{2\pi}\int_0^\pi(\pi-\theta)\sin^2\theta\,d\theta=\frac{\pi}{8}.
$$

The last integral is $\pi^2/4$, since reflection $\theta\to\pi-\theta$ shows that it is half of $\pi\int_0^\pi\sin^2\theta\,d\theta$. The result is

$$
\langle Kr^{-3}K\rangle\le\frac{\pi}{16}\,\langle p\rangle .
$$

The constant cannot be lowered. A function $g$ that is flat over a long interval of $t$ far above $\ln c$ approaches equality, because its end regions become negligible. Diagonalization on a finite momentum range gives 0.1937, just below $\pi/16=0.1963$.

In $p_{1/2}$ the spin-orbit energy is therefore at least $-(\pi Z/8)\langle p\rangle$. With $E_p\ge cp$,

$$
\langle E_p-c^2+H_{SO}\rangle\ge\left(c-\frac{\pi Z}{8}\right)\langle p\rangle-c^2 ,
$$

which is bounded below for $Z\le8c/\pi\simeq348.96$. This number concerns kinetic energy plus spin-orbit coupling. The full $H$ also has attractive scalar terms, and its stability limit is a different question.

### Trial functions for Z = 80

Take a point charge $Z=80$, for which $Z/c=0.5838$, and the radial function $re^{-\eta r}$. Its normalised square $\tfrac43\eta^5r^2e^{-2\eta r}$ gives

$$
\langle r\rangle=\frac{5}{2\eta},\qquad \langle r^{-3}\rangle=\frac{\eta^3}{3}.
$$

The $p_{1/2}$ energies in eV are:

| $\langle r\rangle$ (angstrom) | Breit-Pauli | no-pair | kinetic |
|---|---|---|---|
| $10^{-1}$ | $-44.7$ | $-43.1$ | $2.37\times10^3$ |
| $10^{-2}$ | $-4.47\times10^4$ | $-1.76\times10^4$ | $1.83\times10^5$ |
| $10^{-3}$ | $-4.47\times10^7$ | $-5.42\times10^5$ | $3.99\times10^6$ |
| $10^{-4}$ | $-4.47\times10^{10}$ | $-6.09\times10^6$ | $4.42\times10^7$ |
| $10^{-5}$ | $-4.47\times10^{13}$ | $-6.16\times10^7$ | $4.46\times10^8$ |

Each step multiplies the Breit-Pauli energy by 1000. At $10^{-3}$ angstrom its magnitude is already $44.7/3.99\simeq11$ times the kinetic energy. The no-pair energy settles at $6.16/44.6\simeq0.14$ of the kinetic energy, below the asymptotic bound $(\pi/8)(Z/c)\simeq0.23$. Its power between the last two rows is 1.005. A value slightly above one is expected, since $K^2p^2\simeq\tfrac12(1-c/p)$ approaches its limit from below.

### The matrix equation on a momentum grid

Optimising the orbital also requires the scalar kernels. The Fourier transform of $-Z/r$ is $-Z/(2\pi^2q^2)$. Its projection on $P_l$, including the azimuthal factor $2\pi$, is

$$
-\frac{Z}{\pi p'p}\,Q_l(z),\qquad Q_l(z)=\frac12\int_{-1}^{1}\frac{P_l(\mu)}{z-\mu}\,d\mu .
$$

For $\mathbf p\cdot V\mathbf p$ there is an extra factor $p'p\mu$, and $\mu P_1=(P_0+2P_2)/3$. The complete potential kernel for $l=1$ is

$$
v=-\frac Z\pi\left[\frac{A'A\,Q_1}{p'p}+\frac{K'K(Q_0+2Q_2)}{3}\right]
+Z\,(\boldsymbol\sigma\cdot\mathbf l)\,K'K\,w .
$$

On points $p_i=e^{t_i}$ with spacing $h$ in $t$, the variables $x_i=\sqrt h\,p_i^{3/2}\phi(p_i)$ have unit norm, and the matrix is

$$
M_{ij}=(E_{p_i}-c^2)\delta_{ij}+h\,(p_ip_j)^{3/2}\,v(p_i,p_j).
$$

Near the diagonal $Q_0\simeq\ln(2/|s|)$ with $s=t_i-t_j$. By Stirling's formula, the trapezoidal sum of $\ln|s|$ without its central point exceeds the integral by $h\ln(2\pi/h)$. The central value of $\ln|s|$ must then be $\ln(h/2\pi)$, and that of $Q_0$ is $\ln(4\pi/h)$. From $Q_1=zQ_0-1$ and $Q_2=Q_0-3\pi w$, the central values of $Q_1$ and $Q_2$ are lower than this by $1$ and $3/2$. For large $z$ the closed forms of $Q_1$ and $w$ lose digits by cancellation, and their series in $1/z$ should be used.

### Collapse and convergence

The lowest $p_{1/2}$ level at $Z=80$ was computed with grids that end at $p_{\max}$. In the last column each $K$ of the spin-orbit term is replaced by $1/(2c)$, and all other terms of $H$ are left unchanged.

| $p_{\max}$ | no-pair (eV) | Breit-Pauli term (eV) |
|---|---|---|
| $c$ | $-23470$ | $-2.369\times10^4$ |
| $10c$ | $-24790$ | $-4.53\times10^6$ |
| $100c$ | $-24818$ | $-7.05\times10^9$ |
| $1000c$ | $-24819$ | $-7.08\times10^{12}$ |

The no-pair level changes by 1.0 eV in the last step. With the undamped term, the last step multiplies the level by about 1000, as the cubic scaling requires once all other terms grow linearly with $p_{\max}$. The prefactor depends on the grid: the last point carries a full step $h$, so the effective cutoff lies half a step above $p_{\max}$. With the 80 points per decade used here, this makes the last two undamped values about 4% larger in magnitude than a sharp cutoff at $p_{\max}$ would give. The undamped value at $10c$ is about 6% larger in magnitude for the same reason, and at $p_{\max}=c$ a sharp cutoff raises both entries by about 40 eV. At $p_{\max}=c$ the two results are similar. A basis without high-momentum functions can therefore conceal the collapse, and a plausible energy in such a basis does not show that the operator is safe.

### The 2p splitting

In first order with a common radial function, the splitting is $3Z\langle Kr^{-3}K\rangle$, since $\boldsymbol\sigma\cdot\mathbf l$ differs by 3. The nonrelativistic $2p$ orbital has $\eta=Z/2$, and Breit-Pauli theory gives

$$
\frac{3Z}{4c^2}\,\frac{\eta^3}{3}=\frac{Z^4}{32c^2}
=\frac{80^2\times0.5838^2}{32}\simeq68.2\ \text{hartree},
$$

or 1855 eV. With the damping factors the same orbital gives 1497 eV, a ratio of 0.807.

This reduction cannot be obtained from the low-momentum series of $K$. For this orbital $p^2f=(4\eta/r-\eta^2)f$, hence

$$
\langle r^{-3}p^2\rangle=4\eta\cdot\tfrac23\eta^4-\eta^2\cdot\tfrac13\eta^3=\tfrac73\eta^5=7\eta^2\langle r^{-3}\rangle .
$$

The correction $-3p^2/(8c^2)$ from both factors then lowers the splitting by the fraction $\tfrac{21}{4}\eta^2/c^2=\tfrac{21}{16}(Z/c)^2\simeq0.45$, against the computed 0.19. The next order contains $\langle r^{-3}p^4\rangle$. Near the origin $p^4f$ behaves as $r^{-2}$, so its integrand also behaves as $r^{-2}$ and the integral diverges. The factors must be kept unexpanded.

When each level is optimised with the no-pair $H$, the splitting is 2537 eV (93.2 hartree). If both levels kept the nonrelativistic orbital, the scalar terms of $H$ would cancel from the difference and the splitting would be 1497 eV. The increase therefore comes from the change of the orbitals, which includes the contraction shared by both levels as well as the difference between their orbitals. The exact Dirac value is 2368 eV (87.0 hartree), so the no-pair result is 7% too large relative to it. The Hamiltonians differ by the omitted coupling to negative-energy states, which is therefore appreciable here. At $Z=20$ the values are 7.354 and 7.343 eV, so the no-pair result exceeds the Dirac value by about 0.15% of the latter. The program does not estimate the grid error of this difference. In both cases the program tests that the relative deviation is below $(Z/c)^2$.

### Use in a Gaussian basis

For real or complex basis functions $\chi_i$, the undamped matrix can be built without $r^{-3}$ integrals. Moving $p_a$ to the left function in $i\epsilon_{abc}\sigma_cp_aVp_b$ gives the coefficient of $\sigma_c$,

$$
(B_c)_{ij}=i\epsilon_{abc}\,\langle\partial_a\chi_i|V|\partial_b\chi_j\rangle .
$$

Let $S$ be the overlap matrix and $P$ the matrix of $p^2$. Solve $PX=SX\Lambda$ with $X^\dagger SX=1$, and let $k$ be the diagonal matrix with elements $K(\sqrt{\Lambda_{ii}})$. In the basis $X$ the damped matrix is $k\,X^\dagger B_cX\,k$. Since $X^{-1}=X^\dagger S$, the original basis has

$$
B_c^{\rm damped}=SX\,k\,X^\dagger B_cX\,k\,X^\dagger S .
$$

This replaces $K$ by its representation within the finite basis, an approximation that requires a basis flexible enough to describe $K\chi_i$. The program works on the momentum grid and does not test this construction.

## Calculated quantities

```
speed of light c = 137.0360 a.u.
reduced Compton length 1/c = 0.003862 angstrom
nuclear charge Z = 80, Z/c = 0.5838
damping 4 c^2 K^2 relative to Breit-Pauli:
  p/c =   0.1: 9.9256e-01
  p/c =   1.0: 5.8579e-01
  p/c =  10.0: 1.8010e-02
  p/c = 100.0: 1.9800e-04
r^-3 kernel w at p'/p = 1.7: formula 0.115703, quadrature 0.115703
bound constant: pi/16 = 0.19635, grid 0.19367
8 c/pi = 349.0 (limit on Z, kinetic + SO only)
p1/2 trial function, Z = 80, energies in eV:
  <r>/angstrom   SO Breit-Pauli   SO no-pair    kinetic
     1e-01      -4.4735e+01    -4.3136e+01   2.3687e+03
     1e-02      -4.4735e+04    -1.7612e+04   1.8302e+05
     1e-03      -4.4735e+07    -5.4202e+05   3.9912e+06
     1e-04      -4.4735e+10    -6.0933e+06   4.4158e+07
     1e-05      -4.4735e+13    -6.1614e+07   4.4615e+08
power of 1/<r>, last two rows: Breit-Pauli 3.000, no-pair 1.005
lowest p1/2 level in eV against momentum cutoff, Z = 80:
  p_max =    1 c: no-pair -23469.7, Breit-Pauli SO -2.3686e+04
  p_max =   10 c: no-pair -24790.2, Breit-Pauli SO -4.5259e+06
  p_max =  100 c: no-pair -24817.6, Breit-Pauli SO -7.0506e+09
  p_max = 1000 c: no-pair -24818.6, Breit-Pauli SO -7.0816e+12
2p splitting, Z = 80:
  first order, Breit-Pauli: 1854.8 eV
  first order, no-pair:     1497.3 eV
  ratio no-pair/Breit-Pauli: 0.8073
  variational, no-pair:     2537.1 eV = 93.235 hartree
  exact Dirac:              2368.5 eV = 87.040 hartree
2p splitting, Z = 20:
  variational, no-pair:     7.354 eV
  exact Dirac:              7.343 eV
```
